\section*{Radical wall-loss time from added diffusion and surface resistances}

\section{Definitions and conventions}

Radicals of density $n$ diffuse with constant coefficient $D$ through a gas at rest and at uniform temperature $T$. They are dilute, so that $D$ does not depend on $n$. Nothing produces or destroys them in the volume during the decay. The vessel has volume $V$ and wall area $A$. The mean thermal speed of a radical of mass $m$ is
\begin{equation}
\bar v=\sqrt{\frac{8k_{\mathrm B}T}{\pi m}} .
\end{equation}
Each impact on the wall removes a radical with probability $\beta$, $0<\beta\le1$, the same everywhere on the wall. The coordinate $\nu$ points along the outward normal, and the net flux into the wall is $\Gamma=-D\,\partial n/\partial\nu$. The mean free path $\ell$ is small compared with the vessel.

After the faster modes have died out, $n\propto e^{-t/\tau}$. The diffusion length $\Lambda$ belongs to the slowest mode $\varphi$ of a perfectly absorbing vessel:
\begin{equation}
-\nabla^2\varphi=\varphi/\Lambda^2,\qquad \varphi=0\ \text{at the wall}.
\label{eq:lambda}
\end{equation}
The relation to be derived is Chantry's approximation
\begin{equation}
\tau\simeq\tau_C=\frac{\Lambda^2}{D}+\frac{2V(2-\beta)}{A\bar v\beta}.
\label{eq:chantry}
\end{equation}
A ``resistance'' here is a time: the number of radicals held in the vessel divided by the rate at which they are lost.

\section{The flux into the wall}

Close to the wall, approximate the velocity distribution by an isotropic part plus a part odd in the normal velocity $v_\nu$; anisotropic even parts are neglected. The isotropic part sends towards the wall the flux
\begin{equation}
n\bar v\,\frac12\int_0^1\mu\,d\mu=\frac{n\bar v}{4},
\end{equation}
where $\mu$ is the cosine of the angle to the normal. The odd part carries the whole net flux $\Gamma$. Multiplied by $v_\nu$ it becomes even, so the half-space $v_\nu>0$ contributes $\Gamma/2$. The fluxes towards and away from the wall are therefore
\begin{equation}
\Gamma_{\rm in}=\frac{n\bar v}{4}+\frac{\Gamma}{2},\qquad
\Gamma_{\rm out}=\frac{n\bar v}{4}-\frac{\Gamma}{2}.
\end{equation}
Their difference is $\Gamma$, as it must be. The definition of $\beta$ gives $\Gamma=\beta\Gamma_{\rm in}$, hence
\begin{align}
\Gamma\left(1-\frac{\beta}{2}\right)&=\frac{\beta n\bar v}{4},\\
\Gamma&=s\,n,\qquad s=\frac{\bar v\beta}{2(2-\beta)} .
\label{eq:s}
\end{align}
For $\beta\ll1$ the wall speed $s$ tends to $\beta\bar v/4$, the loss from an undisturbed gas. For $\beta=1$ it is $\bar v/2$, twice the value $\bar v/4$ that an isotropic distribution would give, because the distribution at an absorbing wall is tilted towards the wall.

\paragraph{Check against kinetics.}
A linear density profile near the wall extrapolates to zero at a distance $D n/\Gamma=D/s$ behind it. For particles of one speed with isotropic scattering, $D=\bar v\ell/3$, and Eq.~(\ref{eq:s}) gives
\begin{equation}
\frac{D}{s}=\frac{2\ell}{3}\,\frac{2-\beta}{\beta}
=\frac{2\ell}{3}+\frac{4\ell}{3}\,\frac{1-\beta}{\beta}.
\label{eq:extrap}
\end{equation}
The last term can be found without the two-part distribution. If the surviving particles return diffusely, their flux is $(1-\beta)\Gamma/\beta$. An isotropic gas of density $4(1-\beta)\Gamma/(\beta\bar v)$ supplies this flux, and it adds $D/\Gamma$ times that density to the extrapolation length, which is the last term of Eq.~(\ref{eq:extrap}). What remains is the black-wall problem. There the kinetic solution gives $0.710\,\ell$ instead of $0.667\,\ell$, an excess of 6.6\% relative to the diffusion value. The wall condition is thus least accurate at $\beta=1$, and its relative error fades as $\beta$ falls.

\section{The simplest vessel: a slab}

Let the walls be at $x=\pm R$. Per unit area of one face, the volume is $2R$ and the wall area is 2, so $V/A=R$. The slowest mode is $n=\cos(kx)\,e^{-t/\tau}$, and the diffusion equation gives $1/\tau=Dk^2$. At $x=R$ the condition $-D\,\partial n/\partial x=sn$ reads $Dk\sin kR=s\cos kR$. With $\xi=kR$ and $B=sR/D$,
\begin{equation}
\xi\tan\xi=B,\qquad \tau=\frac{R^2}{D\xi^2}.
\label{eq:slab}
\end{equation}

\paragraph{Reflecting limit.}
For $B\to0$ the root is small. From $\xi\tan\xi=\xi^2+\xi^4/3+\dots=B$ follows $\xi^2=B-B^2/3+\dots$, and
\begin{equation}
\tau=\frac{R^2}{D}\left(\frac1B+\frac13+\dots\right)
=\frac{R}{s}+\frac{R^2}{3D}+\dots
\label{eq:small}
\end{equation}
The leading term is $V/(sA)$: a flat density $n$ holds $nV$ radicals and loses $snA$ per unit time.

\paragraph{Absorbing limit.}
For $B\to\infty$ set $\xi=\pi/2-\delta$. Then $\tan\xi\simeq1/\delta$, so $\delta\simeq\pi/(2B)$, and
\begin{equation}
\tau\simeq\frac{4R^2}{\pi^2D}\left(1+\frac{2}{B}\right)
=\frac{4R^2}{\pi^2D}+\frac{8}{\pi^2}\,\frac{R}{s}.
\label{eq:large}
\end{equation}
The leading term is $\Lambda^2/D$ with $\Lambda=2R/\pi$.

The sum $4R^2/(\pi^2D)+R/s$ has the correct leading term in both limits. Its next term is too large in both: $4/\pi^2$ stands in place of $1/3$ in Eq.~(\ref{eq:small}), and 1 in place of $8/\pi^2$ in Eq.~(\ref{eq:large}). Two correct limits alone do not justify a sum in between, so a reason for adding is needed.

\section{Why the resistances add}

Treat the slab ($d=1$), the long cylinder ($d=2$) and the sphere ($d=3$) together, with half-width or radius $R$. Then $V/A=R/d$. Feed the vessel with a steady source $f(r)$ per unit volume that has the symmetry of the vessel. Conservation fixes the outward flux $J$:
\begin{equation}
r^{d-1}J(r)=\int_0^r f(r')\,r'^{\,d-1}dr',\qquad
J(R)=\frac1A\int f\,dV .
\label{eq:flux}
\end{equation}
Neither $D$ nor $s$ enters. The wall density is $J(R)/s$, and integrating $-D\,dn/dr=J$ inwards from the wall gives
\begin{equation}
n(r)=\underbrace{\frac{1}{sA}\int f\,dV}_{\text{surface}}
+\underbrace{\frac1D\int_r^R J(r')\,dr'}_{\text{diffusion}} .
\label{eq:add}
\end{equation}
The second term is the density with an absorbing wall. A finite wall speed lifts the whole profile by a constant. Let $G_s$ denote the operation that turns a source into its density. Equation~(\ref{eq:add}) then says
\begin{equation}
G_s f=G_\infty f+\frac{1}{sA}\int f\,dV .
\label{eq:op}
\end{equation}
At this level the addition is an identity, for every symmetric source.

\subsection{From sources to the decay time}

A decaying mode obeys $-D\nabla^2n=n/\tau$, so it is the steady density for the source $n/\tau$. Hence $G_sn=\tau n$, and the slowest mode belongs to the largest eigenvalue of $G_s$. This mode has no sign change and shares the symmetry of the vessel, so symmetric sources suffice.

The operator is symmetric: if $n_i=G_sf_i$, integration by parts and the wall condition give
\begin{equation}
\int f_1n_2\,dV=D\int\nabla n_1\cdot\nabla n_2\,dV+s\oint n_1n_2\,dA,
\end{equation}
which does not change when 1 and 2 are exchanged. The largest eigenvalue is therefore a maximum over trial sources,
\begin{equation}
\tau=\max_f\left[\frac{\int f\,G_\infty f\,dV}{\int f^2dV}
+\frac{\left(\int f\,dV\right)^2}{sA\int f^2dV}\right].
\label{eq:max}
\end{equation}
The first quotient is at most $\Lambda^2/D$, reached for $f=\varphi$. By the Cauchy--Schwarz inequality $(\int f\,dV)^2\le V\int f^2dV$, the second is at most $V/(sA)$, reached for constant $f$. No single $f$ reaches both, so
\begin{equation}
\tau<\frac{\Lambda^2}{D}+\frac{V}{sA}
=\frac{\Lambda^2}{D}+\frac{2V(2-\beta)}{A\bar v\beta}=\tau_C ,
\label{eq:upper}
\end{equation}
where Eq.~(\ref{eq:s}) was inserted. Chantry's approximation replaces the inequality by an equality. It maximizes the two resistances separately, although one density profile has to serve both.

\subsection{How far below the sum the true time can lie}

Any trial source in Eq.~(\ref{eq:max}) gives a lower bound. For $f=1$, Eq.~(\ref{eq:flux}) gives $J=r/d$ and the diffusion part is $(R^2-r^2)/(2dD)$. The volume average of $r^2$ is $dR^2/(d+2)$, so
\begin{equation}
\tau\ge\frac{R^2}{d(d+2)D}+\frac{V}{sA}.
\label{eq:lower1}
\end{equation}
The right side has a meaning of its own: it is the inventory divided by the production rate for uniform steady production, and hence the mean lifetime of radicals made uniformly in the vessel. This lifetime is shorter than the late decay time, since radicals born near the wall tend to leave early. For $d=1$ the bound reproduces both terms of Eq.~(\ref{eq:small}).

For $f=\varphi$ the second quotient in Eq.~(\ref{eq:max}) needs two integrals. Let $g=|\varphi'(R)|$. Multiplying Eq.~(\ref{eq:lambda}) by $r^{d-1}$ and integrating gives
\begin{equation}
\int_0^R r^{d-1}\varphi\,dr=\Lambda^2R^{d-1}g .
\end{equation}
For the square, put $I=\int_0^Rr^{d-1}\varphi^2dr$. Multiplying Eq.~(\ref{eq:lambda}) by $r^{d-1}\varphi$ and integrating by parts gives $\int_0^R r^{d-1}\varphi'^2dr=I/\Lambda^2$. Multiplying the radial equation $\varphi''+(d-1)\varphi'/r+\varphi/\Lambda^2=0$ by $2r^d\varphi'$ gives
\begin{equation}
r^d(\varphi'^2)'+2(d-1)r^{d-1}\varphi'^2+\frac{r^d(\varphi^2)'}{\Lambda^2}=0 .
\end{equation}
Integrate by parts and use $\varphi(R)=0$:
\begin{equation}
R^dg^2+\bigl[-d+2(d-1)-d\bigr]\frac{I}{\Lambda^2}=0
\quad\Rightarrow\quad I=\tfrac12\Lambda^2R^dg^2 .
\end{equation}
The angular factors cancel when $V$ is represented by $R^d/d$, so
\begin{equation}
\frac{(\int\varphi\,dV)^2}{V\int\varphi^2dV}
=\frac{d\,\Lambda^4R^{2d-2}g^2}{R^d\,\frac12\Lambda^2R^dg^2}
=\frac{2d\Lambda^2}{R^2},
\end{equation}
and the second lower bound is
\begin{equation}
\tau\ge\frac{\Lambda^2}{D}+\frac{2d\Lambda^2}{R^2}\,\frac{V}{sA}.
\label{eq:lower2}
\end{equation}
For the slab the factor is $8/\pi^2$, in agreement with Eq.~(\ref{eq:large}).

The actual error follows from the exact roots. In the long cylinder $n=J_0(kr)$, and in the sphere $n=\sin(kr)/r$. The wall condition $-R\,n'(R)/n(R)=B$ becomes
\begin{equation}
\xi J_1(\xi)=BJ_0(\xi),\qquad 1-\xi\cot\xi=B,
\end{equation}
respectively, with $\tau=R^2/(D\xi^2)$ as before. Over $0.01\le B\le100$ the largest excess of $\tau_C$, relative to the exact diffusion time, is 5.1\% for the slab, 8.6\% for the long cylinder and 11.4\% for the sphere. On the scanned grid these maxima lie at $B=2.57$, 3.09 and 3.55, where neither resistance can be neglected. The three bounds were tested over the same range.

\section{Vessels of general shape}

Integrating $-D\nabla^2n=n/\tau$ over any vessel gives $V\langle n\rangle/\tau=sAn_w$, where $\langle n\rangle$ is the volume average and $n_w$ the wall average. Splitting $\langle n\rangle$ into $n_w$ and the rest,
\begin{equation}
\tau=\frac{V}{sA}+\frac{V(\langle n\rangle-n_w)}{sAn_w}.
\label{eq:split}
\end{equation}
The first term is the surface resistance. The second is the density difference needed to drive the loss through the gas, so it is a diffusion resistance, but its value depends on the profile. Chantry's approximation gives it the value $\Lambda^2/D$ for every $s$. That is correct for $s\to\infty$, when the first term vanishes and $\tau\to\Lambda^2/D$. For $s\to0$ the profile becomes flat, the second term stays finite while the first grows without limit, and $\tau\to V/(sA)$ to leading order. Both limits therefore survive in a general vessel. They do not guarantee a good value in between. In a wide chamber with a long, narrow side arm, the walls of the arm count in $A$, but most radicals in the chamber do not reach them. The true decay can then be much slower than $\tau_C$ suggests, so the sum is best kept for compact vessels without such arms.

The upper bound need not survive. It relied on Eq.~(\ref{eq:flux}), where symmetry fixes the wall flux. A closed cylinder of radius $R$ and height $L$ shows what changes. Its slowest mode is $J_0(k_rr)\cos(k_zz)$, with $z$ measured from mid-height and
\begin{equation}
k_z\tan\frac{k_zL}{2}=\frac sD,\quad
\frac{k_rJ_1(k_rR)}{J_0(k_rR)}=\frac sD,\quad
\frac1\tau=D(k_r^2+k_z^2).
\label{eq:cyl}
\end{equation}
The axial and radial loss rates add, so their times combine in parallel. Write $a\parallel b=ab/(a+b)$. By Eq.~(\ref{eq:upper}) the axial time is below $p_z+q_z$ and the radial time below $p_r+q_r$, with
\begin{equation}
p_z=\frac{L^2}{\pi^2D},\quad q_z=\frac{L}{2s},\quad
p_r=\frac{R^2}{\xi_0^2D},\quad q_r=\frac{R}{2s},
\end{equation}
where $\xi_0$ is the first zero of $J_0$. The sum in Eq.~(\ref{eq:chantry}) combines like with like. Indeed $p_z\parallel p_r=\Lambda^2/D$ and $q_z\parallel q_r=V/(sA)$, because
\begin{equation}
\frac1{\Lambda^2}=\frac{\pi^2}{L^2}+\frac{\xi_0^2}{R^2},\qquad
\frac VA=\frac{\pi R^2L}{2\pi R(R+L)}=\frac{RL}{2(R+L)} .
\label{eq:geom}
\end{equation}
With $P=p_z+p_r$ and $Q=q_z+q_r$, bringing the fractions to a common denominator gives
\begin{equation}
(p_z+q_z)\parallel(p_r+q_r)=\tau_C+\frac{(p_rq_z-p_zq_r)^2}{PQ(P+Q)} .
\end{equation}
The guaranteed upper limit on $\tau$ is thus $\tau_C$ plus a non-negative term, and $\tau$ may exceed $\tau_C$. It does so by a few per cent in some flat cylinders and, at small $s$, slightly in tall ones (about 0.1\% at $L/R=30$), though not for every $s$. For $s\to0$, expanding Eq.~(\ref{eq:cyl}) gives $\tau\simeq V/(sA)+\frac56(V/A)^2/D$, which lies above $\tau_C$ whenever $\frac56(V/A)^2>\Lambda^2$. For $L/R$ from 0.1 to 10 and $s(V/A)/D$ from 0.01 to 100, the scanned errors of $\tau_C$ run from $-3.8\%$, at $L/R=0.2$, to $+7.4\%$, at $L/R=2$, relative to the exact diffusion time.

\section{Hydrogen atoms in a closed cylinder}

Take hydrogen atoms at 300 K in a cylinder with $R=0.15$ m and $L=0.10$ m. The atomic mass, $1.6735\times10^{-27}$ kg, gives $\bar v=2510.5$ m/s. The diffusion coefficient is a model parameter, set by the round choice $pD=20$ Pa\,m$^2$/s. Equation~(\ref{eq:geom}) gives
\begin{equation}
\frac VA=\frac{0.15\times0.10}{2\times0.25}\ \text{m}=0.0300\ \text{m},
\qquad \Lambda=0.02835\ \text{m}.
\end{equation}
At 10 Pa, $D=2.00$ m$^2$/s. For $\beta=0.1$ the two resistances are
\begin{align}
\frac{\Lambda^2}{D}&=\frac{(0.02835)^2}{2.00}\ \text{s}=0.402\ \text{ms},\\
\frac{2V(2-\beta)}{A\bar v\beta}&=\frac{2\times0.0300\times1.9}{2510.5\times0.1}\ \text{s}=0.454\ \text{ms}.
\end{align}
Their sum is 0.856 ms; Eq.~(\ref{eq:cyl}) gives 0.847 ms. Further cases, with times in ms and errors relative to the exact diffusion time, are:
\begin{center}
\begin{tabular}{rrrrrr}
$p$ (Pa) & $\beta$ & surface & sum & exact & error\\
10 & 1 & 0.024 & 0.426 & 0.424 & $+0.4\%$\\
10 & 0.1 & 0.454 & 0.856 & 0.847 & $+1.0\%$\\
10 & 0.001 & 47.8 & 48.2 & 48.2 & $+0.05\%$\\
100 & 1 & 0.024 & 4.043 & 4.041 & $+0.04\%$\\
100 & 0.1 & 0.454 & 4.473 & 4.446 & $+0.6\%$\\
100 & 0.001 & 47.8 & 51.8 & 51.6 & $+0.4\%$
\end{tabular}
\end{center}

In this model $\beta$ is a fixed input, so pressure enters through $D$ alone; on a real wall $\beta$ depends on material, temperature and surface coverage and may change with the operating conditions. A tenfold rise in pressure lengthens the decay by a factor of about 9.5 at $\beta=1$, but by less than 8\% at $\beta=0.001$, where the surface limits the loss. The two resistances are equal when $\beta(A\bar v\Lambda^2/D+2V)=4V$, or
\begin{equation}
\beta=\frac{4V/A}{\bar v\Lambda^2/D+2V/A},
\label{eq:equal}
\end{equation}
which is 0.112 at 10 Pa and 0.012 at 100 Pa.

\paragraph{Reading $\beta$ from a decay time.}
Subtracting $\Lambda^2/D$ from $\tau$ leaves a surface time, which replaces $\Lambda^2/D$ in Eq.~(\ref{eq:equal}) to give $\beta$. The subtraction magnifies errors. At 100 Pa and $\beta=0.1$ the exact diffusion time is 4.446 ms, and $4.446-4.019=0.427$ ms remains. The inferred value is
\begin{equation}
\beta=\frac{0.120}{2510.5\times0.427\times10^{-3}+0.060}\simeq0.106,
\end{equation}
6\% too high, although the sum itself was wrong by 0.6\%. The inference is safer where the surface resistance dominates.

\paragraph{Limits of the model.}
The ``exact'' times solve the diffusion problem, not the kinetic one. At 10 Pa the mean free path estimated as $3D/\bar v$ is 2.4 mm, or 0.084 of $\Lambda$. For $\beta=1$, the 6.6\% kinetic excess found for particles of one speed, applied to the surface time of 0.024 ms, amounts to about 0.4\% of the total, as large as the error in the table. This is only an estimate of the size: for thermal atoms the excess depends on how the collision rate varies with speed. For Maxwellian atoms with a speed-independent collision rate it is about 15\%, which shifts the total by about 0.8\%. When $\ell$ approaches the size of the vessel, diffusion itself fails.

A wall with patches of different $\beta$ has no single $s$, and gas flow or temperature gradients change the transport equation. A uniform first-order volume loss at rate $\kappa$ is easily included: it multiplies every mode by $e^{-\kappa t}$, so the total decay rate is $1/\tau+\kappa$. Recombination between two radicals is nonlinear in $n$ and cannot be added in this way. The full set of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Radius, height: 0.15 m, 0.10 m
H atom mass: 1.6735e-27 kg
Mean speed vbar: 2510.5 m/s
Volume V: 7.06858e-03 m^3
Wall area A: 0.23562 m^2
V/A: 0.03000 m
Diffusion length Lambda: 0.02835 m
Chosen p*D: 20.0 Pa m^2/s
p = 10 Pa: D = 2.00 m^2/s
  mean free path 3D/vbar = 2.390e-03 m
  mean free path / Lambda = 0.0843
  beta for equal resistances = 0.1123
  beta | diffusion | surface | sum | exact mode (ms) | error
  1.000 | 0.4019 | 0.0239 | 0.4258 | 0.4242 | +0.38 %
  0.100 | 0.4019 | 0.4541 | 0.8560 | 0.8472 | +1.04 %
  0.010 | 0.4019 | 4.7561 | 5.1580 | 5.1359 | +0.43 %
  0.001 | 0.4019 | 47.7759 | 48.1778 | 48.1514 | +0.05 %
p = 100 Pa: D = 0.20 m^2/s
  mean free path 3D/vbar = 2.390e-04 m
  mean free path / Lambda = 0.0084
  beta for equal resistances = 0.0118
  beta | diffusion | surface | sum | exact mode (ms) | error
  1.000 | 4.0193 | 0.0239 | 4.0432 | 4.0414 | +0.04 %
  0.100 | 4.0193 | 0.4541 | 4.4734 | 4.4459 | +0.62 %
  0.010 | 4.0193 | 4.7561 | 8.7754 | 8.6853 | +1.04 %
  0.001 | 4.0193 | 47.7759 | 51.7952 | 51.5739 | +0.43 %
Largest error of the sum, symmetric shapes:
  slab: +5.06 % at sR/D = 2.57
  long cylinder: +8.64 % at sR/D = 3.09
  sphere: +11.40 % at sR/D = 3.55
Finite cylinders, height/radius 0.1 to 10, s(V/A)/D 0.01 to 100:
  lowest error -3.80 % at height/radius = 0.20, s(V/A)/D = 0.40
  highest error +7.36 % at height/radius = 2.00, s(V/A)/D = 1.00
Extrapolation length at beta = 1, in mean free paths:
  diffusion closure 0.6667, kinetic 0.7104
  kinetic excess 6.57 %
\end{verbatim}
